# Surface Green function and self-energy of a semi-infinite monatomic chain

## The middle of the band

Let identical atoms of mass $m$ be joined by springs $k$, each atom also being tied to a fixed support by a spring $k_0\ge 0$. The chain starts at atom 1 and extends to the right. Atom 1 is joined by one more spring $k$ to a device atom 0. Displacements vary as $e^{-i\omega t}$ with $\omega>0$.

Choose the frequency at which $m\omega^2=k_0+2k$. The inertial term then cancels the springs acting on each lead atom, and the surface Green function $g$ defined below satisfies

$$k^2g^2+1=0,\qquad g=\pm\frac{i}{k}.$$

The lead acts on the device atom with the force $-k^2g\,u_0$, apart from the static force $-ku_0$ of the contact spring. For $g=-i/k$ this force is $+iku_0$. The velocity is $v_0=-i\omega u_0$, so $u_0=iv_0/\omega$ and the force is $-(k/\omega)v_0$. This is friction: the device loses energy to waves that travel away. The root $g=+i/k$ reverses the sign and describes a lead that feeds energy in.

The equation does not say which root applies, and an undamped finite chain does not either. At this frequency a two-atom lead has the matrix $\begin{pmatrix}0&k\\k&0\end{pmatrix}$, whose inverse has a vanishing surface element, while a one-atom lead has no inverse at all. A little damping, retained until the lead has become infinitely long, settles the choice.

## Equations of motion and elimination of the lead

For a force $F_n$ on atom $n$, Newton's equation is

$$m\ddot u_n=-k_0u_n-k(u_n-u_{n-1})-k(u_n-u_{n+1})+F_n .$$

A force that grows slowly from the remote past has the time factor $e^{-i(\omega+i\eta)t}=e^{-i\omega t+\eta t}$ with $\eta>0$. Writing $z=(\omega+i\eta)^2$ gives

$$a\,u_n+k\,u_{n-1}+k\,u_{n+1}=-F_n,\qquad a=mz-k_0-2k .$$

Let $K$ be the force-constant matrix of the lead with the device atom held still. Its diagonal is $k_0+2k$, also at the surface, and its off-diagonal elements are $-k$. Define

$$g=\left[(mz-K)^{-1}\right]_{11},$$

so that the response to a surface force is $u_1=-gF_1$.

A moving device atom exerts the force $ku_0$ on atom 1, hence $u_1=-kg\,u_0$. For a device atom of mass $M$ with pinning $k_0$ and this one lead,

$$(Mz-k_0-k)u_0+ku_1=-F_0 .$$

Inserting $u_1$ gives

$$(Mz-k_0-k-\Sigma)u_0=-F_0,\qquad \Sigma=k^2g .$$

The static term $k$ stays in the device matrix; it is not part of $\Sigma$. Here $\Sigma$ has the unit of stiffness. If the device equation is divided by its mass, as in a mass-weighted dynamical matrix, the corresponding term is $\Sigma/M$.

## The recursion and its limit

Take first a lead of $N$ atoms whose last atom is joined by a spring $k$ to a fixed wall. Let $X$ be the first column of its inverse matrix, so $X_1=g_N$. The first row reads

$$aX_1+kX_2=1 .$$

The remaining rows describe a lead of $N-1$ atoms with the source $-kX_1$ on its first atom. Therefore $X_2=-kg_{N-1}X_1$, and

$$g_N=\frac{1}{a-k^2g_{N-1}},\qquad g_1=\frac1a .$$

Set $y_N=kg_N$ and write $y_N=D_{N-1}/D_N$. The recursion becomes linear:

$$D_N=\frac ak D_{N-1}-D_{N-2},\qquad D_{-1}=0,\quad D_0=1 .$$

Trial solutions $\mu^N$ and $\mu^{-N}$ satisfy it if $\mu+1/\mu=a/k$. If $|\mu|$ were one, then $1/\mu=\mu^*$ and $a/k=2\,\mathrm{Re}\,\mu$ would be real. But $\mathrm{Im}\,a=2m\omega\eta>0$. One member of the pair therefore has modulus below one; call it $\mu$. The starting values give

$$D_N=\frac{\mu^{-N-1}-\mu^{N+1}}{\mu^{-1}-\mu},\qquad
kg_N=\frac{\mu^{-N}-\mu^N}{\mu^{-N-1}-\mu^{N+1}} .$$

Subtracting $\mu$ leaves $-\mu^N+\mu^{N+2}$ in the numerator, so

$$kg_N-\mu=-\frac{\mu^{2N+1}(1-\mu^2)}{1-\mu^{2N+2}}\longrightarrow 0 .$$

This limit defines the semi-infinite lead: $kg=\mu$. Multiplying $\mu+1/\mu=a/k$ by $\mu=kg$ gives the quadratic equation

$$k^2g^2-ag+1=0,\qquad\text{or}\qquad \Sigma^2-a\Sigma+k^2=0 .$$

The retarded solution is the root with $|kg|<1$ at positive damping.

At $\eta=0$ inside the band the sequence $g_N$ cannot converge. Every finite $g_N$ is real, so a limit would be real and would satisfy the quadratic, whose roots are complex there. Hence the order of limits: $N\to\infty$ first, $\eta\to0^+$ second.

## Closed form and its branch

Define, with principal square roots,

$$s=\sqrt{a-2k}\,\sqrt{a+2k},\qquad \Sigma=\frac{a-s}{2} .$$

Since $s^2=a^2-4k^2$, this is one of the two roots. It is the retarded one throughout $\mathrm{Im}\,a>0$, for the following reason. Neither square root meets its cut there, so $\mu=\Sigma/k$ is continuous, and its modulus never equals one. It is enough to check one point. At $a=ib$ with $b>0$, the arguments of $a-2k$ and $a+2k$ add to $\pi$, so $s=i\sqrt{b^2+4k^2}$ and

$$|\mu|=\frac{\sqrt{b^2+4k^2}-b}{2k}<1 .$$

For $\eta\to0^+$ a negative number $-r$ under a root gives $+i\sqrt r$. The three frequency ranges are then:

- Above the band, $a>2k$: $\Sigma=\tfrac12\left(a-\sqrt{a^2-4k^2}\right)$.
- Inside, $|a|<2k$: $\Sigma=\tfrac12\left(a-i\sqrt{4k^2-a^2}\right)$.
- Below, $a<-2k$: both roots contribute $i$, so $s=-\sqrt{a^2-4k^2}$ and $\Sigma=\tfrac12\left(a+\sqrt{a^2-4k^2}\right)$.

Three points matter in an implementation. First, the principal value of the single root $\sqrt{a^2-4k^2}$ is not a substitute for $s$. If $\mathrm{Im}\,a>0$ and $\mathrm{Re}\,a<0$, then $a^2-4k^2$ has a negative imaginary part and so does its principal root, whereas $s$ has an argument between $0$ and $\pi$. The single root then gives the wrong solution. Secondly, at a real frequency inside the band the imaginary part of $a$ must be $+0$, not $-0$, where arithmetic distinguishes them. Thirdly, $a-s$ loses digits when $|a|\gg2k$. Because $(a-s)(a+s)=4k^2$, the form $\Sigma=2k^2/(a+s)$ avoids the subtraction.

For negative frequencies, $z$ is replaced by its complex conjugate. Since $K$ is real, $\Sigma(-\omega)=\Sigma(\omega)^*$.

## Waves, energy flow and broadening

Inside the band put $a=-2k\cos q$ with $0<q<\pi$. Then $\sqrt{4k^2-a^2}=2k\sin q$, and

$$\Sigma=-k\cos q-ik\sin q=-ke^{iq} .$$

The argument that gave $u_1=-kg\,u_0$ applies to every later pair of atoms, since the lead beyond any atom is again the same lead. Thus $u_{n+1}/u_n=-kg=e^{iq}$. The definition of $a$ gives the dispersion relation and, by differentiation, the group velocity $v$ in sites per unit time:

$$m\omega^2=k_0+2k(1-\cos q),\qquad 2m\omega v=2k\sin q .$$

Since $v>0$, the wave carries energy away from the contact. The broadening is

$$\Gamma=-2\,\mathrm{Im}\,\Sigma=2k\sin q=2m\omega v .$$

The mean power delivered to the lead is minus the mean product of the force $-\Sigma u_0$ and the velocity $-i\omega u_0$:

$$P=\tfrac12\mathrm{Re}\left[\Sigma u_0(-i\omega u_0)^*\right]=-\tfrac12\omega\,\mathrm{Im}\,\Sigma\,|u_0|^2=\tfrac14\omega\Gamma|u_0|^2 .$$

With $\Gamma=2m\omega v$ this is $\tfrac12m\omega^2|u_0|^2v$, the wave energy per site times the group velocity. The static contact spring does no mean work.

Outside the band $\Sigma$ is real, $P=0$, and the amplitude changes by the real factor $-\Sigma/k$ per site.

## Numbers for one lead

Take the round model values $m=40$ u, $k=20$ N/m and $k_0=2$ N/m. The band runs from 0.873 to 5.592 THz. At 3 THz, $m\omega^2=23.6$ N/m, so

$$a=23.6-2-40=-18.4\ \mathrm{N/m},\qquad \cos q=\frac{18.4}{40}=0.46 .$$

Hence $\sin q=0.8879$ and

$$\Sigma=-20(0.46+0.8879i)=-9.20-17.76i\ \mathrm{N/m} .$$

The broadening is $\Gamma=35.52$ N/m, and $v=\Gamma/(2m\omega)=14.18$ sites/ps. The rejected root, $-9.20+17.76i$ N/m, has the same real part but the opposite energy flow.

At 0.5 THz, below the band, $a=-41.34$ N/m and $\Sigma=-15.44$ N/m. Together with the contact spring the lead presents a stiffness of $20-15.44=4.56$ N/m. The lead atoms move in phase, each with 0.772 times the amplitude of the one before. At 7 THz, above the band, $\Sigma=4.90$ N/m. The stiffness rises to 24.90 N/m, and the amplitude ratio is $-0.245$: neighbours move in opposition.

The choice of root was tested in time. A chain of 400 atoms, initially at rest, was driven at its surface at 3 THz with a smoothly rising force and read before an echo could return. It gave $kg=-0.4600-0.8879i$, in agreement with the retarded root.

## Finite leads and finite damping

Inside the band without damping, $\mu=-e^{iq}$ in the finite-length solution gives

$$kg_N=-\frac{\sin Nq}{\sin (N+1)q} .$$

At 3 THz the values for $N=400$, 401 and 402 are $-0.425$, $-2.020$ and $0.909$. These use the unrounded $a=-18.40004$ N/m; the rounded value $-18.4$ shifts them by up to 0.002. Lengthening the lead does not settle them.

Damping replaces $q$ by approximately $q+i\eta/v$, so $|\mu|\approx e^{-\eta/v}$. For $\eta/(2\pi)=0.05$ THz, $\eta=0.314$ ps$^{-1}$ and $\eta/v=0.314/14.18=0.0221$. This gives $|\mu|\approx0.978$, as computed from the closed form. Two separate errors follow:

- The length error in $kg$ scales as $|\mu|^{2N}\approx e^{-2N\eta/v}$, the damping over a path to the far end and back. Its magnitude is 0.59 for $N=20$ and 0.020 for $N=100$; for $N=500$ it is below the six printed decimals.
- The damping error is approximately $\eta/v$ to first order. The infinite damped lead has $kg=-0.450-0.868i$ instead of $-0.460-0.888i$, a difference of magnitude 0.022.

Inside the band and away from its edges, a numerical lead therefore needs both $\eta/v\ll1$ and $2N\eta/v\gg1$. Closer to an edge the first condition tightens to $\eta/v\ll\sin q$ if $\Gamma$ is to be accurate: at $q=\pi-0.05$, $\eta/v=0.05$ leaves $\Gamma$ about 22% too large. Outside the band $|\mu|<1$ already at $\eta=0$, and an undamped finite lead converges by itself. The closed form at real frequency needs none of these conditions.

The linear estimate fails where $v\to0$, as at the upper band edge. There $a=2k+i\epsilon$ with $\epsilon=2m\omega\eta$, and $s\approx\sqrt{4k}\sqrt{i\epsilon}$. The leading error in $\Sigma$ has magnitude $\sqrt{k\epsilon}$, so it falls only as the square root of the damping.

## Spectral density at the surface

Let $x=m\omega^2$. The surface spectral density is

$$\rho(x)=-\frac{\mathrm{Im}\,g}{\pi}=\frac{\sqrt{4k^2-(x-k_0-2k)^2}}{2\pi k^2}$$

inside the band and zero outside. The numerator is a semicircle of radius $2k$, with area $\pi(2k)^2/2=2\pi k^2$, so $\rho$ has unit area. This is the normalization of the lead modes at atom 1.

For a finite lead, expansion in normalized modes gives $g_N$ as a sum of surface weights divided by $x$ minus the mode eigenvalue. In the infinite lead, outside the band, this becomes

$$g(x)=\int\frac{\rho(x')}{x-x'}\,dx' .$$

The density inside the band thus fixes the real response outside it. Below the band every denominator is negative and so is $\Sigma$; above it both are positive. Quadrature reproduced the closed form at 0.5 and 7 THz.

## A different contact spring

Let the spring between atoms 0 and 1 be $c$ instead of $k$. The surface diagonal of $K$ becomes $k_0+k+c$, while the lead beyond atom 1 is unchanged. Hence

$$\frac1{g_c}=mz-k_0-k-c-k^2g=(a-k^2g)+k-c=\frac1g+k-c ,$$

and, since the coupling is now $c$,

$$\Sigma_c=c^2g_c=\frac{c^2g}{1+(k-c)g} .$$

The static term in the device matrix is now $c$. Replacing $k^2g$ by $c^2g$ alone would omit the changed surface diagonal.

For $c=10$ N/m at 3 THz, $g=-0.0230-0.0444i$ m/N, and

$$\Sigma_c=\frac{-2.30-4.44i}{0.770-0.444i}=0.253-5.620i\ \mathrm{N/m} .$$

The broadening falls from 35.52 to $\Gamma_c=11.24$ N/m.

A pole of $\Sigma_c$ requires $g=1/(c-k)$. Outside the band $|kg|<1$, so $|c-k|>k$, which for positive $c$ means $c>2k$. Then $kg>0$, and the pole lies above the band. Using $a=k^2g+1/g$,

$$m\omega^2=k_0+2k+a=k_0+k+c+\frac{k^2}{c-k} .$$

This is a mode localized at the lead surface while the device atom is held still. For $c=60$ N/m it lies at $2+20+60+400/40=92$ N/m, or 5.923 THz. At the pole $\mathrm{Im}\,\Sigma_c$ contains a delta function, which sampling at real frequencies can miss; a small $\eta$ makes it visible.

## Low frequency without pinning

For $k_0=0$ and $q\ll1$, the dispersion relation gives $q\approx\omega\sqrt{m/k}$, and $kg\approx-(1+iq)$. With $\kappa=c/k$,

$$\Sigma_c\approx-\frac{c^2}{k}\,\frac{1+iq}{\kappa-(1-\kappa)iq}
=-c\,\frac{1+iq}{1-iq(1-\kappa)/\kappa} .$$

Expansion to first order, which also requires $q\ll\kappa$, gives

$$\Sigma_c\approx-c\left[1+iq+iq\frac{1-\kappa}{\kappa}\right]=-c-\frac{icq}{\kappa}=-c-i\omega\sqrt{mk} .$$

The real part cancels the static contact spring, as it must for a uniform displacement of an unpinned chain. What remains is the friction force $-\sqrt{mk}\,v_0$. Its coefficient, $1.153\times10^{-12}$ kg/s for the present $m$ and $k$, does not depend on $c$ at this order: a long wave does not resolve one contact spring. With pinning this limit is lost, because low frequencies lie below the band and $\Sigma_c$ is real.

## One atom between two leads

Attach equal leads to both sides of an atom of mass $M$ and pinning $k_0$. Its Green function is

$$G=\frac{1}{M\omega^2-k_0-2c-2\Sigma_c} .$$

To find the transmission inside the band, hold the device atom still and send a wave of amplitude $A$ towards it in one lead. Counting sites away from the device, $u_n=Ae^{-iqn}+Re^{iqn}$, where $R$ is the reflected amplitude. This implies

$$u_2=e^{iq}u_1-A(1-e^{-2iq}) .$$

The equation of atom 1 is $(a+k-c)u_1+ku_2=0$. Since $ke^{iq}=-k^2g$, the total coefficient of $u_1$ is $1/g_c$, and

$$\frac{u_1}{g_c}=kA(1-e^{-2iq})=i\Gamma Ae^{-iq} .$$

When the device atom is released, the force $cu_1$ gives it the displacement $u_0=-Gcu_1$. The power passed to the other lead is $\tfrac14\omega\Gamma_c|u_0|^2$, and the incident power is $\tfrac14\omega\Gamma|A|^2$. Their ratio is

$$T=\Gamma_c|G|^2\,c^2|g_c|^2\,\Gamma .$$

From $\mathrm{Im}(1/g_c)=-\mathrm{Im}\,\Sigma=\Gamma/2$ it follows that $\mathrm{Im}\,g_c=-|g_c|^2\Gamma/2$, hence $\Gamma_c=c^2|g_c|^2\Gamma$. Therefore

$$T=\Gamma_c^2|G|^2 .$$

If $M=m$ and $c=k$, then $1/G=a-2\Sigma=2ik\sin q=i\Gamma$ and $T=1$: the device atom is then an ordinary part of the chain.

For $M=60$ u and $c=10$ N/m at 3 THz, $M\omega^2=1.5\times23.6=35.4$ N/m, and

$$\frac1G=35.4-2-20-2(0.253-5.620i)=12.89+11.24i\ \mathrm{N/m} .$$

Thus $T=11.24^2/(12.89^2+11.24^2)=0.432$. Direct matching of incident, reflected and transmitted waves gives the same value and a reflection of 0.568.

These formulas hold for a uniform harmonic lead with one displacement per atom and nearest-neighbour springs. Several displacements per cell or longer-range springs generally turn the scalar quadratic into a matrix equation. Anharmonic scattering inside the lead is not included. The remaining computed values are in the numerical output below.

## Numbers as computed

```
chain mass m = 40 u = 6.64216e-26 kg
device mass M = 60 u
springs k, k0, c = 20, 2, 10 N/m
lower band edge = 0.8733 THz
upper band edge = 5.5921 THz
example frequency = 3.0 THz, omega = 1.88496e+13 rad/s
m omega^2 = 23.6000 N/m
a = -18.4000 N/m
phase q = 1.09280 rad
surface Green function g = -0.023000-0.044396j m/N
dimensionless k g = -0.46000-0.88792j
retarded Sigma = -9.2000-17.7584j N/m
rejected root times k^2 = -9.2000+17.7584j N/m
broadening Gamma = 35.5167 N/m
group velocity d omega/dq = 14.1838 sites/ps
at 0.5 THz: a = -41.3444 N/m
at 0.5 THz: Sigma = -15.4434 N/m
at 0.5 THz: amplitude ratio per site = 0.77217
at 7.0 THz: a = 86.4887 N/m
at 7.0 THz: Sigma = 4.9028 N/m
at 7.0 THz: amplitude ratio per site = -0.24514
undamped lead, N = 400: k g_N = -0.42506
undamped lead, N = 401: k g_N = -2.02044
undamped lead, N = 402: k g_N = 0.90873
undamped lead, N = 403: k g_N = -0.54683
undamped lead, N = 404: k g_N = -2.67970
undamped lead, N = 405: k g_N = 0.56828
damping eta/(2 pi) = 0.050 THz
damped |mu| = 0.978095
damped lead, N = 20: k g_N = 0.010639-0.503012j
damped lead, N = 100: k g_N = -0.434742-0.882031j
damped lead, N = 500: k g_N = -0.449975-0.868443j
damped infinite lead: k g = -0.449975-0.868443j
time-driven chain: k g = -0.46002-0.88791j
time-driven chain: u_2/u_1 = 0.46002+0.88791j
exp(i q) = 0.46000+0.88792j
area of surface spectral density = 1.0000000
contact self-energy Sigma_c = 0.2532-5.6197j N/m
contact broadening Gamma_c = 11.2395 N/m
device Green function G = 0.044070-0.038416j m/N
transmission from Green function = 0.431778
transmission from wave matching = 0.431778
reflection from wave matching = 0.568222
localized mode for c = 60 N/m: m omega^2 = 92.0000 N/m
localized mode frequency = 5.9232 THz
dashpot constant sqrt(m k) = 1.15258e-12 kg/s
```
